# How Long Molecular Hydrogen Takes to Cross 100 nm of Silica

A silicon wafer carrying 100 nm of silica is placed in a furnace at 400 C, in gas that contains molecular hydrogen. At the buried interface some silicon atoms have an unpaired electron. These defects can trap charge, and hydrogen can remove their electrical activity by bonding to them. The hydrogen must first get through the oxide. Does this transport limit the treatment, or does hydrogen arrive so soon that something else sets the pace?

## The estimate

Take the diffusivity of H2 in silica at 400 C to be \(D=2\times10^{-7}\) cm²/s, a rough typical value. Along one axis, picture a molecule making independent steps \(\pm a\), one in each interval \(\tau\). After \(n=t/\tau\) steps the mean square displacement is the sum of the squared steps, because products of different steps average to zero:

\[
\langle x^2\rangle=na^2=\frac{a^2}{\tau}\,t=2Dt,\qquad D=\frac{a^2}{2\tau}.
\]

Setting the root-mean-square displacement equal to the thickness \(L=100\) nm \(=10^{-5}\) cm gives

\[
t\approx\frac{L^2}{2D}=\frac{10^{-10}\ \text{cm}^2}{4\times10^{-7}\ \text{cm}^2/\text{s}}=0.25\ \text{ms}.
\]

In 1 ms the displacement is 200 nm, twice the thickness. The estimate therefore puts the crossing below a millisecond, but by a factor of four, which is not much for an argument that ignores the boundaries of the film. It also leaves open what "crossed" means: the first few molecules arrive early, while the last part of the filling comes late. Both points require the concentration at the silicon side.

## The concentration at the silicon side

Let \(x\) run from the outer face, \(x=0\), to the silicon, \(x=L\), and let \(c(x,t)\) be the number of dissolved H2 molecules per volume. The assumptions are as follows.

- The film is empty at \(t=0\), and from then on its outer face is held at the concentration \(c_0\) in equilibrium with the gas.
- Silicon is a blocking wall, so the flux \(-D\,\partial c/\partial x\) vanishes at \(x=L\).
- \(D\) is constant and the problem is one-dimensional. The molecule is neutral, so an electric field in the oxide causes no drift.

It is convenient to use the fractional deficit \(u=1-c/c_0\), which obeys the same diffusion equation with simpler conditions:

\[
\frac{\partial u}{\partial t}=D\frac{\partial^2u}{\partial x^2},\qquad u(0,t)=0,\qquad \frac{\partial u}{\partial x}(L,t)=0,\qquad u(x,0)=1.
\]

Try a product \(X(x)T(t)\). Dividing the equation by \(DXT\) gives \(T'/(DT)=X''/X\). The left side depends on \(t\) alone and the right side on \(x\) alone, so both equal a constant, written \(-q^2\). The condition at \(x=0\) selects \(X=\sin qx\), and the condition at \(x=L\) requires \(\cos qL=0\). (A zero or positive constant would give a linear or hyperbolic function, which cannot meet both conditions unless it vanishes.) Hence

\[
q_n=\frac{(2n+1)\pi}{2L},\qquad u=\sum_{n=0}^{\infty}A_n\sin(q_nx)\,e^{-Dq_n^2t}.
\]

These sines are orthogonal on the interval, and \(\int_0^L\sin^2(q_nx)\,dx=L/2\). Multiplying \(u(x,0)=1\) by \(\sin q_nx\) and integrating therefore gives

\[
A_n=\frac2L\int_0^L\sin(q_nx)\,dx=\frac{2}{q_nL}\bigl[1-\cos(q_nL)\bigr]=\frac{2}{q_nL}=\frac{4}{(2n+1)\pi}.
\]

At the wall \(\sin q_nL=(-1)^n\), so

\[
\frac{c(L,t)}{c_0}=1-\frac4\pi\sum_{n=0}^{\infty}\frac{(-1)^n}{2n+1}\exp\!\left[-\frac{(2n+1)^2\pi^2Dt}{4L^2}\right].
\]

Neither \(c_0\) nor the gas pressure affects this fraction. The only time scale is \(L^2/D=0.500\) ms.

The exponent of the second term is nine times that of the first, so the first term soon suffices. Keeping it alone and setting the wall fraction equal to \(f\),

\[
1-f=\frac4\pi e^{-\pi^2Dt_f/4L^2}
\quad\Longrightarrow\quad
t_f=\frac{4L^2}{\pi^2D}\ln\frac{4}{\pi(1-f)}.
\]

At \(f=1/2\) the first exponential equals \(\pi/8\). The first omitted term is then \((4/3\pi)(\pi/8)^9\approx10^{-4}\) of \(c_0\), and it is smaller still for larger \(f\). The formula is thus good enough from half filling onward. It gives

- 50 % of the final concentration at \(0.379\,L^2/D=0.19\) ms,
- 90 % at \(1.03\,L^2/D=0.52\) ms,
- 99 % at \(1.964\,L^2/D=0.982\) ms,
- 99.9 % at \(2.90\,L^2/D=1.45\) ms.

## The mean delay, and what can lengthen it

A single number for the crossing follows without the series. Let \(f(t)=c(L,t)/c_0\), which rises from 0 to 1. Integration by parts gives

\[
\int_0^\infty(1-f)\,dt=\bigl[t(1-f)\bigr]_0^\infty+\int_0^\infty t\,\frac{df}{dt}\,dt=\int_0^\infty t\,\frac{df}{dt}\,dt,
\]

since the deficit dies exponentially. The integral of the deficit is thus the time of arrival averaged over the rise of the concentration. Define it at every depth, \(m(x)=\int_0^\infty u\,dt\), and integrate the equation for \(u\) over all time. The left side gives \(u(x,\infty)-u(x,0)=-1\), and the right side gives \(Dm''\). Therefore

\[
m''=-\frac1D,\quad m(0)=0,\quad m'(L)=0
\;\Longrightarrow\;
m'=\frac{L-x}{D},\quad m(L)=\frac{L^2}{2D}=0.25\ \text{ms}.
\]

Direct numerical integration of the wall deficit gives \(0.5000\,L^2/D\), as it should. The result coincides with the random-walk estimate, although that estimate knew nothing of the blocking wall.

The same method handles three complications.

**Traps.** Suppose that the oxide holds hydrogen reversibly, at a concentration \(s\) that tends to \(Rc_0\) when the free concentration is \(c_0\). The balance becomes \(\partial c/\partial t+\partial s/\partial t=D\,\partial^2c/\partial x^2\). Its time integral is \((1+R)c_0=-Dc_0m''\), so \(m''=-(1+R)/D\).

**Consumption.** Let the interface have \(N_0\) defects per area, each finally using up one H2 molecule. The total number that flows into the wall per area is then \(N_0\). Because \(\partial c/\partial x=-c_0\,\partial u/\partial x\), the integrated wall flux is \(Dc_0m'(L)\), and so \(m'(L)=N_0/(Dc_0)\).

**Slow entry.** Let the flux through the outer face be \(h[c_0-c(0,t)]\), where \(h\) has the dimension of a speed. Its time integral, \(hc_0m(0)\), must equal everything taken up, \((1+R)c_0L+N_0\).

Integrating \(m''\) once from the wall gives

\[
m'(x)=\frac{N_0}{Dc_0}+\frac{(1+R)(L-x)}{D},
\]

and integrating again from the outer face gives

\[
m(L)=\frac{(1+R)L^2}{2D}+\frac{N_0L}{Dc_0}+\frac{1}{h}\left[(1+R)L+\frac{N_0}{c_0}\right].
\]

The speeds of trapping and of the interface reaction have dropped out. Only the final amounts matter, provided that the traps reach equilibrium and all defects are consumed. As a test, the time-dependent equations were solved numerically with \(L=D=c_0=1\), \(R=0.7\), \(N_0=2\), \(h=8\) and a fast interface reaction of rate constant 300. The delay agreed with the formula, which gives 3.31, to within one part in \(10^4\).

## Arrival compared with passivation

For a concrete case take hydrogen at 76 Torr, one tenth of an atmosphere, as in a forming-gas anneal. The ideal-gas density at 673 K is \(1.09\times10^{18}\) cm⁻³. With a dissolved-to-gas concentration ratio of 0.03, a rough typical value,

\[
c_0=0.03\times1.09\times10^{18}=3.27\times10^{16}\ \text{cm}^{-3}.
\]

Let the number \(N\) of active defects per area fall as

\[
\frac{dN}{dt}=-k\,c(L,t)\,N,\qquad k=k_0e^{-E/k_BT}.
\]

This law neglects the reverse reaction and gives all defects the same barrier; a spread of barriers would stretch the end of the decay. For illustration take \(k_0=10^{-6}\) cm³/s, \(E=1.5\) eV and \(N_0=10^{12}\) cm⁻². This lies at the fast end of reported rates, which depend on the defect and on the orientation of the interface. Some are about ten times smaller at this temperature, which would lengthen the reaction time found below by the same factor. With \(k_BT=0.0580\) eV, \(k=5.88\times10^{-18}\) cm³/s. Once the film is full, the time constant is

\[
\frac1{kc_0}=\frac{1}{(5.88\times10^{-18})(3.27\times10^{16})\ \text{s}^{-1}}=5.2\ \text{s},
\]

about 20,000 times the mean delay of 0.25 ms. In this model hydrogen is at the interface almost at once, and then reacts slowly.

The defects do draw on the supply. A full film holds \(c_0L=3.27\times10^{11}\) molecules per cm², so there are about three defects for each dissolved molecule, and the gas must replenish the oxide. The supply term in the delay is

\[
\frac{N_0L}{Dc_0}=3.06\times0.500\ \text{ms}=1.53\ \text{ms},
\]

which raises the total delay to 1.78 ms. This seems to contradict a crossing in under a millisecond, but the extra deficit is spread thinly over many seconds. To see how thinly, equate the steady flux through the full film to the consumption at the wall:

\[
\frac{D[c_0-c(L)]}{L}=k\,c(L)N_0
\;\Longrightarrow\;
\frac{c(L)}{c_0}=\frac{1}{1+kN_0L/D}.
\]

Here \(kN_0L/D=2.9\times10^{-4}\), so the wall concentration is lowered by 0.03 %. The numerical solution at 1 ms gives a wall fraction of 0.9906 with the defects and 0.9908 without them.

The slow reaction is essential to this conclusion. Raise \(kc_0\) to a hypothetical \(2\times10^6\) s⁻¹, with everything else fixed, and the wall fraction at 1 ms is only \(8\times10^{-4}\). Molecules still reach the interface, but they are used up on arrival. Even the full steady flux \(Dc_0/L\) would need 1.53 ms to supply all the defects.

Integrating the rate law shows how transport enters the passivation time:

\[
\ln\frac{N_0}{N(t)}=k\int_0^tc(L,t')\,dt'=kc_0\left[t-\int_0^tu(L,t')\,dt'\right].
\]

Diffusion thus delays an exponential decay. For 90 % passivation, 90 % of the supply term has accumulated, and the shift is \(0.25+0.9\times1.53=1.63\) ms. The total time is

\[
t_{90}=5.2\ \text{s}\times\ln10+1.63\ \text{ms}=12.0\ \text{s}.
\]

## How far the statement can be trusted

**Diffusivity.** The 99 % criterion is met within 1 ms only if \(D\) is at least \(1.964\times10^{-7}\) cm²/s. That margin of 2 % is far smaller than the uncertainty of a rough value, so "99 % in under a millisecond" should be read as "in about a millisecond". With fast entry and neither traps nor defects, the mean delay stays below 1 ms down to \(D=5\times10^{-8}\) cm²/s, which is a wider margin. The mean delay measures the crossing only when slow sinks are left out: with the defects of the example it is 1.78 ms, although the wall is 99 % full at 1 ms.

**Traps.** With fast entry and no defects, the mean delay reaches 1 ms when \((1+R)\times0.25\) ms \(=1\) ms, that is, at \(R=3\). If the traps exchange hydrogen quickly compared with the crossing, they simply stretch the time scale by \(1+R\): more than three times as much trapped as free hydrogen then breaks the claim in this sense, and the 99 % criterion already fails above \(R\approx0.02\). Slow traps lengthen the mean delay by the same amount but, like the supply term, through a small deficit spread over a long time: with \(R=3\) and an exchange rate of 1 s⁻¹ the wall fraction at 1 ms is still 0.99.

**Entry.** Gas molecules strike the surface at the rate \(J=p/\sqrt{2\pi Mk_BT}=7.2\times10^{22}\) cm⁻² s⁻¹, where \(p\) is the hydrogen pressure and \(M\) the molecular mass. If a fraction \(\sigma\) enters an empty surface, \(hc_0=\sigma J\). Without traps or defects, entry adds \(L/h\) to the delay. This equals \(L^2/(2D)\) when

\[
\sigma=\frac{2Dc_0}{LJ}=1.8\times10^{-8}.
\]

The model requires an entry probability well above this small value.

**The silicon wall.** With a rough hydrogen solubility of \(10^8\) cm⁻³, a wafer 0.7 mm thick can dissolve \(7\times10^6\) atoms per cm². This is \(2\times10^{-5}\) of the number of molecules in the full oxide, so treating silicon as blocking is reasonable. Hydrogen bound to dopants or defects in the silicon is not counted.

**Temperature.** Suppose that \(D\) follows an Arrhenius law with a barrier of 0.45 eV, again a rough value. At 300 C the 99 % time is then 3.8 ms, and at 25 C it is about 17 s. The millisecond belongs to the anneal temperature, not to storage at room temperature.

**Covered oxides.** Free access from above is an assumption that can fail in a device. Consider a long gate strip 10 µm wide that blocks hydrogen, with the oxide at both edges held at \(c_0\). By symmetry no hydrogen flows across the centre line. If consumption by defects is left out, each half is therefore the same problem with \(L\) replaced by 5 µm. The length grows 50-fold and the time 2500-fold:

\[
0.982\ \text{ms}\times2500=2.46\ \text{s}.
\]

This is comparable with the reaction time of 5.2 s assumed here. The passivation at the centre is shifted by the mean delay, \(0.25\ \text{ms}\times2500=0.63\) s, about 5 % of the 12 s needed for 90 % passivation. Defects along the covered interface take up hydrogen on its way to the centre, 3.06 times the dissolved amount in the end. They raise the shift to about \(0.63\ \text{s}\times(1+0.9\times3.06)\approx2.3\) s, or 20 %, and transport can then no longer be ignored. With a reaction ten times slower, the same shift would be only 2 % at this width. Since the time grows as the square of the width, a wider blocking gate can make diffusion the slower process.

Set beside practice, 400 C and dilute hydrogen are ordinary conditions for a forming-gas anneal, which commonly lasts minutes to tens of minutes. An oxide of 100 nm is far thicker than the gate oxide of a modern logic transistor, but reasonable for an isolation layer or a thick-oxide test structure. The reaction time depends strongly on the assumed barrier: a barrier higher by 0.1 eV, at the same temperature and prefactor, lengthens it 5.6 times, to about 29 s. That widens the gap between arrival and passivation in the uncovered film. For such a film, with the parameters used here, the time needed for passivation is set by the reaction at the interface and not by the crossing of the oxide. The numerical output below lists the values used.

## Computed results

```
INPUTS (rough typical values except chosen geometry and gas)
oxide thickness L: 100 nm
temperature: 673.15 K
H2 diffusivity D: 2.0e-07 cm2/s
H2 partial pressure: 76 Torr
dissolved/gas concentration ratio: 0.03
interface defects N0: 1.0e+12 cm^-2
passivation prefactor: 1.0e-06 cm3/s
passivation barrier: 1.50 eV
diffusion barrier: 0.45 eV
CROSSING
L^2/D: 0.500 ms
rms displacement in 1 ms: 200 nm
time to 50.0 % at wall: 0.3787 L^2/D = 0.189 ms
time to 90.0 % at wall: 1.0311 L^2/D = 0.516 ms
time to 99.0 % at wall: 1.9643 L^2/D = 0.982 ms
time to 99.9 % at wall: 2.8975 L^2/D = 1.449 ms
mean delay by quadrature: 0.5000 L^2/D = 0.250 ms
wall H2 fraction at 1 ms, no defects: 0.9908
least D for 99 % in 1 ms: 1.964e-07 cm2/s
least D for mean delay 1 ms: 5.00e-08 cm2/s
PASSIVATION
thermal energy kT: 0.0580 eV
H2 density in gas: 1.09e+18 cm^-3
dissolved H2 c0: 3.27e+16 cm^-3
H2 held by full oxide c0 L: 3.27e+11 cm^-2
defects per held H2, N0/(c0 L): 3.06
rate constant k: 5.88e-18 cm3/s
reaction time 1/(k c0): 5.20 s
reaction time / mean delay: 2.1e+04
time to passivate 90 %: 12.0 s
transport part of that time: 1.63 ms
supply delay N0 L/(D c0): 1.53 ms
total delay, all defects used: 1.78 ms
NEGLECTED EFFECTS
wall depletion k N0 L/D: 2.9e-04
wall H2 fraction at 1 ms, estimated reaction: 0.9906
hypothetical fast rate k c0: 2.0e+06 s^-1
wall H2 fraction at 1 ms, fast reaction: 8.2e-04
trap ratio R giving mean delay 1 ms: 3.0
H2 impingement: 7.2e+22 cm^-2 s^-1
entry probability that doubles mean delay: 1.8e-08
rough H solubility in Si: 1e+08 cm^-3
wafer thickness: 0.7 mm
H atoms in wafer / H2 in oxide: 2.1e-05
reaction slowed by 0.1 eV higher barrier: 5.6 times
at 300 C: D = 5.2e-08 cm2/s, 99 % time = 0.0038 s
at 25 C: D = 1.2e-11 cm2/s, 99 % time = 17 s
blocking gate width: 10 um
99 % time at gate centre, entry from edges: 2.46 s
```
